\section*{Second-order Stark effect in hydrogen from two planar oscillators, part 1}

(Sections cited here and not found follow in the second part.)

\section{Two oscillators with quartic terms}

A hydrogen atom in a static electric field $F$ along $z$ has, through second order in the field, the energies
\begin{equation}
E=-\frac{1}{2n^2}+\frac32\,nkF-\frac{n^4}{16}\left(17n^2-3k^2-9m^2+19\right)F^2+O(F^3).
\label{result}
\end{equation}
Here $m$ is the quantum number of the angular momentum along the field. The integers $n_1,n_2\ge 0$ count the nodes of the wave function in two parabolic coordinates, and
\begin{equation}
n=n_1+n_2+|m|+1,\qquad k=n_1-n_2 .
\label{numbers}
\end{equation}
Hartree atomic units are used. The model is nonrelativistic and without spin, and the nucleus is infinitely heavy. The electron has charge $-1$, so a field pointing along $+z$ gives it the potential energy $+Fz$, and the Hamiltonian is
\begin{equation}
H=-\frac12\nabla^2-\frac1r+Fz .
\label{hamiltonian}
\end{equation}

Perturbation theory in $Fz$, written as a sum over unperturbed states, would run over all hydrogen states, including the continuum, and would have to deal with the $n^2$-fold degeneracy of the unperturbed level. Both difficulties disappear if the equation is first separated. Define $u,v\ge0$ by
\begin{equation}
u^2=r+z,\qquad v^2=r-z .
\label{uv}
\end{equation}
Half the sum and half the difference of these relations give
\begin{equation}
r=\frac{u^2+v^2}{2},\qquad z=\frac{u^2-v^2}{2}.
\label{rz}
\end{equation}
The distance from the $z$ axis is $\sqrt{r^2-z^2}=\sqrt{(r+z)(r-z)}=uv$. With the azimuth $\phi$, therefore, $x=uv\cos\phi$ and $y=uv\sin\phi$.

The Laplacian follows from the line element. In the plane of fixed $\phi$ the displacements are $d(uv)=v\,du+u\,dv$ and $dz=u\,du-v\,dv$. When their squares are added, the cross terms $+2uv\,du\,dv$ and $-2uv\,du\,dv$ cancel, so that
\begin{equation}
ds^2=(u^2+v^2)(du^2+dv^2)+u^2v^2\,d\phi^2 .
\end{equation}
The coordinates are orthogonal, with scale factors $\sqrt{u^2+v^2}$ for $u$ and for $v$, and $uv$ for $\phi$. The volume element is $uv(u^2+v^2)\,du\,dv\,d\phi$. The general expression for the Laplacian in orthogonal coordinates then gives
\begin{equation}
\nabla^2=\frac{1}{u^2+v^2}\left[\frac1u\frac{\partial}{\partial u}u\frac{\partial}{\partial u}+\frac1v\frac{\partial}{\partial v}v\frac{\partial}{\partial v}\right]+\frac{1}{u^2v^2}\frac{\partial^2}{\partial\phi^2}.
\end{equation}
For a wave function
\begin{equation}
\psi=f(u)\,g(v)\,e^{im\phi}
\label{product}
\end{equation}
the last derivative produces $-m^2$. Its prefactor can be split between the two coordinates, because
\begin{equation}
\frac1{u^2v^2}=\frac{1}{u^2+v^2}\left(\frac1{u^2}+\frac1{v^2}\right).
\end{equation}
Multiplication by $2r=u^2+v^2$ therefore leaves
\begin{equation}
2r\nabla^2\psi=(\Delta_u+\Delta_v)\psi,\qquad
\Delta_u=\frac{d^2}{du^2}+\frac1u\frac{d}{du}-\frac{m^2}{u^2},
\label{laplacian}
\end{equation}
and $\Delta_v$ is the same operator in $v$. Each is the Laplacian of a plane, acting on functions of angular momentum $m$.

The other terms of $2r(H-E)$ are simple as well. The Coulomb term becomes $2r(-1/r)=-2$. The energy gives $-E(u^2+v^2)$. The field gives $2rFz=\frac12F(u^2+v^2)(u^2-v^2)=\frac12F(u^4-v^4)$. Altogether
\begin{equation}
2r(H-E)\psi=(h_u+h_v-2)\psi,
\label{separated}
\end{equation}
with
\begin{align}
h_u&=-\frac12\Delta_u-Eu^2+\frac F2u^4,\\
h_v&=-\frac12\Delta_v-Ev^2-\frac F2v^4 .
\end{align}
Setting \eqref{separated} to zero and dividing by $\psi$ gives a function of $u$ plus a function of $v$ equal to 2. Each function must then be constant. Calling the constants $2\beta_1$ and $2\beta_2$, one has
\begin{equation}
h_uf=2\beta_1f,\qquad h_vg=2\beta_2g,\qquad \beta_1+\beta_2=1 .
\label{betas}
\end{equation}
The number 1 on the right is the nuclear charge, and $\beta_1$ and $\beta_2$ are the shares of it assigned to the two coordinates.

For a bound level $E<0$, and $-E$ is the coefficient of an attractive harmonic potential. Let
\begin{equation}
\omega=\sqrt{-2E},\qquad E=-\frac{\omega^2}{2}.
\label{omega}
\end{equation}
Then $-Eu^2=\frac12\omega^2u^2$, and $h_u$ describes a two-dimensional oscillator of unit mass and frequency $\omega$ with a quartic term. The length scale is removed by $u=\rho/\sqrt\omega$. Under this change $\Delta_u=\omega\Delta_\rho$, $\frac12\omega^2u^2=\frac12\omega\rho^2$ and $\frac12Fu^4=F\rho^4/(2\omega^2)$. A common factor $\omega$ can be taken out:
\begin{equation}
h_u=\omega\left(h_0+\lambda\rho^4\right),\qquad
h_0=-\frac12\Delta_\rho+\frac12\rho^2,\qquad
\lambda=\frac{F}{2\omega^3}.
\label{scaled}
\end{equation}
The same scaling of $v$ gives $h_v=\omega(h_0-\lambda\rho^4)$.

In these equations $E$ is held fixed and the separation constants are the eigenvalues. The energy is found afterwards, from the condition that the constants add to one. This exchange of roles is what removes the continuum from the calculation: at fixed negative $E$ the unperturbed oscillators have discrete spectra.

The two quartic terms have opposite signs, and for $F>0$ the second one is inverted. At large $v$ the term $-\frac12Fv^4$ wins over the harmonic attraction, so an electron with large $v$, far out on the negative $z$ side, can escape. The levels in the field are then resonances and not bound states. The calculation below gives the coefficients of a formal power series. I take the series, without proof here, as the asymptotic expansion of the resonance position. The decay width is not contained in it.

The unperturbed oscillator comes first. Write $\mu=|m|$ and $t=\rho^2$. Since $d/d\rho=2\sqrt t\,d/dt$,
\begin{equation}
h_0R=-2\frac{d}{dt}\left(t\frac{dR}{dt}\right)+\frac{\mu^2}{2t}R+\frac t2R .
\end{equation}
A solution regular at the origin behaves as $\rho^\mu$ there, and one that decays does so as $e^{-\rho^2/2}$ apart from powers. This suggests $R=t^{\mu/2}e^{-t/2}w(t)$. One differentiation gives
\begin{equation}
t\frac{dR}{dt}=t^{\mu/2}e^{-t/2}\left[tw'+\frac{\mu-t}{2}w\right],
\end{equation}
and a second gives
\begin{equation}
\frac{d}{dt}\left(t\frac{dR}{dt}\right)=t^{\mu/2}e^{-t/2}\left[tw''+(\mu+1-t)w'+\left(\frac{\mu^2}{4t}+\frac t4-\frac{\mu+1}{2}\right)w\right].
\end{equation}
After multiplication by $-2$ the terms in $\mu^2/t$ and $t$ cancel those of $h_0$. If the eigenvalue is called $N=2\nu+\mu+1$, what remains of $h_0R=NR$ is
\begin{equation}
tw''+(\mu+1-t)w'+\nu w=0 .
\end{equation}
Inserting $w=\sum_jc_jt^j$ yields $(j+1)(j+1+\mu)c_{j+1}=(j-\nu)c_j$. Unless the series ends, $c_{j+1}/c_j$ approaches $1/j$, $w$ grows like $e^t$ up to powers, and $R$ diverges. It ends when $\nu$ is a non-negative integer. Hence
\begin{equation}
N=2\nu+|m|+1,\qquad \nu=0,1,2,\ldots
\label{N}
\end{equation}
At fixed $m$ there is one radial state $|\nu\rangle$ for each $\nu$, so nondegenerate perturbation theory applies to each oscillator.

Without the field, \eqref{betas} now reads $\omega(2n_1+2n_2+2|m|+2)=2$. By \eqref{numbers} this is $2n\omega=2$, so $\omega=1/n$ and $E=-1/(2n^2)$, as it must be.

The perturbation is $\rho^4=X^2$ with $X=\rho^2$, and the matrix of $X$ follows from commutators. Let $D=\rho\,d/d\rho+1$. Direct differentiation of a test function $q$ gives $[\Delta_\rho,\rho^2]q=4q+4\rho q'$, so
\begin{equation}
[h_0,X]=-2D .
\label{comm1}
\end{equation}
Every term of $\Delta_\rho$ lowers the power of $\rho$ by two, whence $[\Delta_\rho,\rho\,d/d\rho]=2\Delta_\rho$. Similarly $[\rho^2,\rho\,d/d\rho]=-2\rho^2$. These give
\begin{equation}
[h_0,D]=-\Delta_\rho-\rho^2=2h_0-2X,\qquad [X,D]=-2X .
\label{comm2}
\end{equation}
Combining \eqref{comm1} with the first relation of \eqref{comm2},
\begin{equation}
[h_0,[h_0,X]]=4X-4h_0 .
\end{equation}
Take the matrix element between $\langle j|$ and $|\nu\rangle$, whose eigenvalues are $N_j$ and $N$. Each commutator with $h_0$ supplies a factor $N_j-N$:
\begin{equation}
\left[(N_j-N)^2-4\right]\langle j|X|\nu\rangle=-4N\delta_{j\nu}.
\end{equation}
For $j=\nu$ this says $\langle\nu|X|\nu\rangle=N$. For $j\ne\nu$ the element vanishes unless $N_j-N=\pm2$, which means $j=\nu\pm1$. Let $A_\nu=\langle\nu+1|X|\nu\rangle$, made non-negative by choosing the signs of the real radial functions one after another.

The size of $A_\nu$ follows from $[X,D]=-2X$. By \eqref{comm1}, $\langle j|D|\nu\rangle=-\frac12(N_j-N)\langle j|X|\nu\rangle$. Thus $\langle\nu+1|D|\nu\rangle=-A_\nu$ and $\langle\nu|D|\nu+1\rangle=+A_\nu$. The diagonal element of $XD-DX$ is $-2A_\nu^2+2A_{\nu-1}^2$, and it must equal $-2N$. Therefore
\begin{equation}
A_\nu^2-A_{\nu-1}^2=2\nu+\mu+1,\qquad A_{-1}=0 .
\end{equation}
Summation from 0 to $\nu$ gives
\begin{equation}
A_\nu^2=(\nu+1)(\nu+\mu+1)=\frac{(N+1)^2-m^2}{4},
\label{A}
\end{equation}
where $\nu+1=\frac12(N+1-\mu)$ and $\nu+\mu+1=\frac12(N+1+\mu)$ were used.

Squaring the tridiagonal matrix of $X$ gives that of $\rho^4$. The diagonal element collects three paths,
\begin{equation}
\langle\nu|\rho^4|\nu\rangle=N^2+A_\nu^2+A_{\nu-1}^2=\frac{3N^2-m^2+1}{2},
\label{diag}
\end{equation}
since $(N+1)^2+(N-1)^2=2N^2+2$. One step up can be made before or after a diagonal element, and two steps up in one way:
\begin{align}
\langle\nu+1|\rho^4|\nu\rangle&=A_\nu N+(N+2)A_\nu=2(N+1)A_\nu,\\
\langle\nu+2|\rho^4|\nu\rangle&=A_\nu A_{\nu+1}.
\end{align}
The downward elements follow by symmetry: $2(N-1)A_{\nu-1}$ and $A_{\nu-1}A_{\nu-2}$.

Let the eigenvalue of $h_0+\lambda\rho^4$ be $N+\lambda a_1+\lambda^2a_2+\cdots$, and let its state be $|\nu\rangle+\lambda\sum_{j\ne\nu}c_j|j\rangle+\cdots$. The first-order equation, projected on $|\nu\rangle$ and on $|j\rangle$, gives $a_1=\langle\nu|\rho^4|\nu\rangle$ and $c_j=\langle j|\rho^4|\nu\rangle/(N-N_j)$. The second-order equation, projected on $|\nu\rangle$, gives $a_2=\sum_{j\neq\nu}\langle\nu|\rho^4|j\rangle c_j$. Four states contribute, with denominators $\mp2$ and $\mp4$:
\begin{equation}
a_2=-2\left[(N+1)^2A_\nu^2-(N-1)^2A_{\nu-1}^2\right]-\frac14\left[A_\nu^2A_{\nu+1}^2-A_{\nu-1}^2A_{\nu-2}^2\right].
\label{foursum}
\end{equation}
With \eqref{A}, the first part is
\begin{equation}
-\frac12\left[(N+1)^4-(N-1)^4-m^2\left((N+1)^2-(N-1)^2\right)\right]=-4N^3-4N+2m^2N .
\end{equation}
In the second part the upward product is $P(N)/16$, where
\begin{equation}
P(N)=\left[(N+1)^2-m^2\right]\left[(N+3)^2-m^2\right],
\end{equation}
and the downward product is $P(-N)/16$. Their difference keeps twice the odd part of $P$. Since $(N+1)^2(N+3)^2=(N^2+4N+3)^2$ has the odd part $8N^3+24N$, and $(N+1)^2+(N+3)^2$ has the odd part $8N$, the second part of \eqref{foursum} is
\begin{equation}
-\frac{1}{64}\left(16N^3+48N-16m^2N\right)=-\frac14\left(N^3+3N-m^2N\right).
\end{equation}
Adding the two parts gives the oscillator coefficients
\begin{equation}
a_1(N)=\frac{3N^2-m^2+1}{2},\qquad
a_2(N)=-\frac N4\left(17N^2-9m^2+19\right).
\label{coefficients}
\end{equation}
The numbers 17, 9 and 19 of \eqref{result} are already present. For the lowest state with $m=0$, where no downward step exists, $A_0=1$ and $A_1=2$. The sum is then $-4^2/2-2^2/4=-9$, in agreement with $a_2(1)=-36/4$.

At fixed energy, the hydrogen problem in the field has been reduced to two oscillators with quartic terms of opposite sign, whose eigenvalues are now known through second order in $\lambda$. It remains to impose $\beta_1+\beta_2=1$, solve for $\omega$, and so obtain the energy \eqref{result}.
